# Silane depletion in plug flow with a first-order wall reaction, part 2

Undiluted silane flows through a hot tube and deposits silicon:

\[
\mathrm{SiH_4(gas)\;\longrightarrow\;Si(film)+2\,H_2(gas)} .
\]

The model assumes steady plug flow of an ideal gas at uniform temperature \(T\) and pressure \(P\). Silane is lost only at the wall, at the first-order rate \(k n_s\) per area and time, where \(n_s\) is its number density. \(X\) is the fraction of silane consumed after deposition area \(a\), \(N_0\) the silane feed in molecules per time, \(n_0=P/(k_BT)\) the total gas density, \(k_B\) the Boltzmann constant and \(y\) the silane fraction of the gas. The law from (b), with the composition from (a), is

\[
-2\ln(1-X)-X=B=\frac{k n_0a}{N_0},\qquad
y=\frac{n_s}{n_0}=\frac{1-X}{1+X}.
\]

Its inverse, from (d), is

\[
X=1+2W_0\!\left(-\tfrac12e^{-(B+1)/2}\right),
\]

with \(W_0\) the principal Lambert function. For highly diluted silane, the "dilute law" is \(-\ln(1-X)=B\). Without further mention, \(B\) refers to the total area \(A\).

With \(A\) spread evenly over the length \(L\), flow section \(S\) and axial position \(z\), (c) gave the parcel decay rate \(\kappa=kA/(SL)\), the speed \(u=u_0(1+X)\) with \(u_0=N_0/(n_0S)\), and the transit time \(t=-\ln(1-X)/\kappa\).

For a film with \(n_{\rm Si}\) atoms per volume, (g) gave the growth rate and its area mean:

\[
G=\frac{k n_s}{n_{\rm Si}}=G_0\,\frac{1-X}{1+X},\qquad
G_0=\frac{k n_0}{n_{\rm Si}},\qquad
\bar G=G_0\frac{X}{B}.
\]

The final output also lists two checks from (f): \((B-X)/B^2\) at \(B=10^{-3}\), and the mean slope of \(\ln(1-X)\) between \(B=12\) and \(B=16\).

Problem (h) is to evaluate the law for a tube loaded with wafers. Take \(T=893\) K, \(P=0.50\) Torr, a feed of 300 sccm (cubic centimetres per minute at 0 °C and 1 atm) and \(k=0.25\) cm/s. The load is 150 wafers of 150 mm diameter, standing across the axis of a tube of 18 cm inner diameter over a length of 90 cm. Gas flows along the annulus between the wafer edges and the tube, and diffuses into the gaps between wafers.

**Solution.** Both faces of the wafers take film, which gives 53,014 cm². The tube wall adds 5089 cm², so that \(A=58{,}104\) cm² after rounding. The feed corresponds to \(N_0=1.343\times10^{20}\) molecules per second, and the gas density is \(n_0=5.407\times10^{15}\) cm⁻³. Therefore

\[
B=\frac{0.25\times5.407\times10^{15}\times58{,}104}{1.343\times10^{20}}\simeq0.585 .
\]

The inverse law gives \(X=0.384\) at the outlet. Substitution confirms it: \(-2\ln(0.616)-0.384\simeq0.585\). About 38 % of the silane is used.

With the atomic density of crystalline silicon, \(n_{\rm Si}=4.994\times10^{22}\) cm⁻³, the growth rate at the inlet is

\[
G_0=\frac{0.25\times5.407\times10^{15}}{4.994\times10^{22}}\ \frac{\rm cm}{\rm s}
=2.71\times10^{-8}\ \frac{\rm cm}{\rm s}\simeq16.2\ \frac{\rm nm}{\rm min}.
\]

The profile is as follows.

| \(a/A\) | \(X\) | \(G\) (nm/min) |
|---|---|---|
| 0 | 0 | 16.2 |
| 0.25 | 0.128 | 12.5 |
| 0.50 | 0.230 | 10.2 |
| 0.75 | 0.313 | 8.5 |
| 1 | 0.384 | 7.2 |

The outlet rate is 55 % below the inlet rate. At this conversion, the loss of silane flow gives the factor \(1-X=0.616\), and dilution gives the further factor \(1/(1+X)=0.723\). Without dilution the conversion itself would be higher at the same area, 0.443. The mean rate is \(16.24\times0.3838/0.5846\simeq10.7\) nm/min.

The annular section is \(S=\pi(9.0^2-7.5^2)\simeq77.8\) cm². Hence \(\kappa=0.25\times58{,}104/(77.8\times90)\simeq2.08\) s⁻¹, and the transit time is \(-\ln(0.616)/2.08\simeq0.23\) s. This is the time that the plug needs to pass along the annulus. It does not count the time that individual molecules spend between the wafers.

### (i) What error results if the dilute law is used to extract \(k\)?

**Solution.** Suppose that the outlet conversion is known and that the undiluted law is true. The dilute law would assign the value \(k_{\rm dil}=-\ln(1-X)\,N_0/(n_0A)\). Its ratio to the true constant is

\[
\frac{k_{\rm dil}}{k}=\frac{-\ln(1-X)}{-2\ln(1-X)-X}
=\frac{0.484}{0.585}\simeq0.83 .
\]

The extracted constant is 17 % too small, relative to the true one. For small \(X\) the numerator is \(X+X^2/2\) and the denominator \(X+X^2\), so the ratio is \(1-X/2\) to first order. For \(X\to1\) the logarithms dominate and the ratio tends to one half.

In the opposite direction, using the dilute law with the correct \(k\) would predict \(X=1-e^{-0.585}\simeq0.443\) instead of 0.384.

### (j) How well does plug flow describe this tube?

At low pressure, diffusion along the axis is fast. Let \(D\) be the diffusivity of the silane–hydrogen mixture, and include axial diffusion in the balances.

**Solution.** Define \(X\) through the net silane flow, \(F_s=N_0(1-X)\), which now includes diffusion. The atom balance still gives a net hydrogen flow \(2N_0X\) and a total flow \(N_0(1+X)\), provided that no hydrogen escapes upstream through the inlet. The silane flow is the sum of the part carried with the total flow and the diffusive part:

\[
N_0(1-X)=N_0(1+X)\,y-n_0DS\,\frac{dy}{dz}.
\]

The minus sign means that diffusion runs towards lower silane fraction. With \(\zeta=z/L\), solving for the derivative and multiplying by \(L\) gives

\[
\frac{dy}{d\zeta}={\rm Pe}\left[(1+X)y-(1-X)\right],\qquad
{\rm Pe}=\frac{N_0L}{n_0DS}=\frac{u_0L}{D},
\]

where \(u_0\) is the inlet speed. The wall balance, with the area spread evenly, is

\[
\frac{dX}{d\zeta}=B\,y .
\]

At the inlet \(X=0\), because the net silane flow there is the feed. At the outlet diffusion is taken to stop, so \(dy/d\zeta=0\) and \(y=(1-X)/(1+X)\).

For large Péclet number Pe the bracket must become small, which restores the plug-flow composition. For small Pe the composition is uniform along the tube. Then \(X=By\) at the outlet, and with the outlet condition

\[
\frac{X(1+X)}{1-X}=B .
\]

This is the law for a completely mixed gas. It gives \(X=0.309\) for the present \(B\). The numerical solution of the full equations was tested in both limits: it came within 0.002 of the plug-flow conversion at \({\rm Pe}=300\), and within 0.001 of the mixed one at \({\rm Pe}=0.001\).

A rough diffusivity of 5600 cm²/s at the pressure and temperature of the example gives

\[
{\rm Pe}=\frac{1.343\times10^{20}\times90}{5.407\times10^{15}\times5600\times77.8}\simeq5.1 .
\]

Axial diffusion is thus not negligible. The conversion falls from 0.384 to 0.360, which is 6 % of the plug-flow value. The growth rate changes more at the inlet, from 16.2 to 13.9 nm/min, because hydrogen diffuses back towards the entrance and dilutes the fresh silane. At the outlet the rate rises from 7.2 to 7.6 nm/min. The film is more even than plug flow predicts.

Lowering the pressure does not change Pe if \(N_0\), \(L\), \(S\) and \(T\) are held fixed, since \(D\propto1/P\) in ordinary gas diffusion and \(n_0D\) is then constant.

### (k) Estimate the effect of pressure drop and of a temperature error.

**Solution.** Treat the annulus as a slot of width \(d=1.5\) cm with smooth solid walls. Viscous flow at mean speed \(u\) then has the pressure gradient

\[
\frac{dp}{dz}=-\frac{12\mu u}{d^2},\qquad
u=\frac{N_0(1+X)k_BT}{pS},
\]

where \(p\) is the local pressure and \(\mu\) the viscosity. The reaction rate is multiplied by \(p/P\), with \(P\) now the inlet pressure. For a rough viscosity of \(2.5\times10^{-5}\) Pa s, integration gives a pressure drop of about 7 % of the inlet pressure, and the conversion becomes 0.375. Slip at the walls, neglected here, would lower the drop to about 6.4 % and give a conversion of 0.376. Wafer edges do not form a smooth wall, so this is an estimate of size.

For the temperature, assume \(k\propto e^{-E/(k_BT)}\) with a rough activation energy \(E=1.7\) eV. A uniform error of 5 K changes the rate constant by the factor

\[
\exp\left[\frac{E}{k_B}\left(\frac1{893\ \rm K}-\frac1{898\ \rm K}\right)\right]\simeq1.13 .
\]

With \(n_0\), \(N_0\) and \(A\) held fixed, the conversion rises to 0.417, or by about 9 % of its former value. In this example a few kelvin matter as much as axial diffusion does for the outlet conversion.

### (l) What if the wall reaction is not first order?

Consider two trial changes, each leaving the rate for pure silane unchanged. In the first, adsorbed silane blocks surface sites, and \(y\) in the rate is replaced by \((1+b)y/(1+by)\). In the second, hydrogen inhibits the reaction, and \(y\) is replaced by \(y/[1+h(1-y)]\), where \(1-y\) is the hydrogen fraction. Take \(b=1\) and \(h=1\).

**Solution.** For site blocking, insert \(y=(1-X)/(1+X)\):

\[
\frac{2y}{1+y}=\frac{2(1-X)/(1+X)}{2/(1+X)}=1-X .
\]

The balance becomes \(dX/dB=1-X\), where \(B\) now runs with the area passed. Its solution is \(X=1-e^{-B}\simeq0.443\). This is the number that the dilute first-order law gave in (i), and the derivation shows that the agreement holds at every area for \(b=1\). An exponential approach of the conversion to one with increasing area, measured at fixed feed and pressure, therefore does not prove first-order kinetics when the silane is undiluted.

For inhibition by hydrogen,

\[
\frac{y}{2-y}=\frac{1-X}{2(1+X)-(1-X)}=\frac{1-X}{1+3X}.
\]

Since \((1+3X)/(1-X)=4/(1-X)-3\), integration gives

\[
-4\ln(1-X)-3X=B,
\]

and \(X\simeq0.321\). The two trials move the conversion up by 15 % and down by 16 %, relative to the first-order result. The strengths are chosen for illustration and are not measured constants. Stronger blocking changes the result much more: \(b=20\) gives \(X\simeq0.56\) and a fall of the growth rate along the load of only 11 %, and \(b=50\) gives \(X\simeq0.57\) and 5 %.

### (m) Are transverse depletion and gas-phase loss important?

**Solution.** Between two wafers a distance \(\ell=0.6\) cm apart, with the wafer thickness neglected, silane diffuses inwards and is consumed on both faces. Neglecting the counterflow of hydrogen, the balance at radius \(r\) is

\[
D\ell\,\frac1r\frac{d}{dr}\left(r\frac{dn_s}{dr}\right)=2k n_s .
\]

The solution that is finite at the centre is proportional to the modified Bessel function \(I_0(\phi r/r_w)\), where \(r_w=7.5\) cm is the wafer radius and

\[
\phi^2=\frac{2k r_w^2}{D\ell}
=\frac{2\times0.25\times7.5^2}{5600\times0.6}\simeq0.0084 .
\]

The density at the centre lies below that at the edge by the fraction \(1-1/I_0(\phi)\simeq\phi^2/4\simeq0.2\,\%\). If the whole consumption had to be carried across the full width of the annulus, the relative density difference would be \(kAd/(2\pi r_wLD)\simeq0.1\,\%\), again without the counterflow. This is an upper estimate, because the silane is drawn from gas spread over the width and part of it goes to the tube wall; the radial balance gives about 0.04 %. In undiluted silane the hydrogen leaving the surfaces carries silane back with it, which raises both values by a factor of about \(1+y\). Near the inlet they roughly double, to 0.4 % between the wafers and somewhat below 0.1 % across the annulus. Both remain small beside the axial changes.

The mean free path in pure silane, for a rough molecular diameter of 0.4 nm, is 0.017 of the annular width and 0.043 of the wafer spacing. Hydrogen molecules are smaller and have a longer path: for a rough diameter of 0.27 to 0.29 nm, it is between 0.08 and 0.10 of the wafer spacing, and at 893 K, where the effective diameter is smaller, the viscosity of hydrogen implies about 0.11. Ordinary diffusion is therefore a reasonable first description.

For gas-phase loss, compare rates per total tube volume, neglecting the volume of the wafers. The wall removes silane at \(kA/(\pi R^2L)\simeq0.63\) s⁻¹, with the tube radius \(R=9\) cm. A trial gas-phase loss rate of 0.01 s⁻¹ would be 1.6 % of this. The trial rate is an assumption; at this rate the correction to the wall law would be small.

### (n) How does the example compare with a real process?

**Solution.** The temperature, pressure and growth rate are in the rough range used for polycrystalline silicon in low-pressure hot-wall tubes: about 900 K, some tenths of a Torr and of order 10 nm/min. The annular clearance and the value of \(k\) are round choices. The fall of the growth rate by 55 % along the load is a result of the first-order rate law. Rate laws fitted to deposition from undiluted silane under such conditions are strongly saturated, with a blocking strength \(b\) of some tens, and for the same inlet rate they give a fall of roughly 10 to 20 % and a conversion near 0.55. Even this is more than production of uniform films would accept. Such tubes can be run with a temperature that rises towards the outlet, or with gas injected at several points, and then the isothermal or the single-feed assumption no longer holds. Even without these measures, axial diffusion breaks plug flow: in the example it lowers the conversion by 6 % and the inlet growth rate by 14 %, each relative to its plug-flow value. The surface kinetics could shift the conversion more, as they do for the assumed strengths in (l). The closed law thus describes depletion only where the wall reaction is first order in the silane density. Where the surface is saturated, as is usual for undiluted silane at these pressures, it overstates the fall of the growth rate several times over, and it is not a prediction of film thickness. The numerical output below lists the main values used.

## Values computed for the example and the checks

```
Temperature: 893 K
Pressure: 0.50 Torr
Silane feed (0 C, 1 atm): 300 sccm
Silane feed: 1.343e+20 molecules/s
Wall rate constant k: 0.25 cm/s
Wafers: 150, diameter 150 mm
Tube inner diameter: 18.0 cm
Load length: 90 cm
Wafer area, both faces: 53014 cm2
Tube wall area: 5089 cm2
Total deposition area: 58104 cm2
Inlet gas density n0: 5.407e+15 1/cm3
Silicon atom density: 4.994e+22 1/cm3
Area parameter B: 0.5846 (no unit)
Outlet conversion X, closed law: 0.3838
Outlet conversion X, species flows: 0.3838
Outlet conversion X, moving parcel: 0.3838
Conversion by dilute law, same B: 0.4427
Error in k if dilute law is fitted to X: -17.2 %
Outlet/inlet speed: 1.3838
Parcel decay rate kappa: 2.076 1/s
Transit time in annulus: 0.2333 s
Area fraction 0.00: X = -0.0000, growth = 16.24 nm/min
Area fraction 0.25: X = 0.1282, growth = 12.55 nm/min
Area fraction 0.50: X = 0.2297, growth = 10.17 nm/min
Area fraction 0.75: X = 0.3133, growth = 8.49 nm/min
Area fraction 1.00: X = 0.3838, growth = 7.23 nm/min
Area-mean growth: 10.66 nm/min
Small-B coefficient (B-X)/B^2: 0.9987
Large-B slope of ln(1-X): -0.5002
Reaction probability per wall hit: 1.30e-05
Rough diffusivity: 5600 cm2/s
Axial Peclet number: 5.14
X with axial diffusion: 0.3596
X with complete mixing: 0.3088
Inlet growth with axial diffusion: 13.94 nm/min
Outlet growth with axial diffusion: 7.65 nm/min
Rough viscosity: 2.5e-05 Pa s
Pressure drop: 7.2 % of inlet
X with pressure drop: 0.3749
Rough activation energy: 1.7 eV
k change for +5 K: 13.1 %
X at +5 K, same B otherwise: 0.4166
X, site blocking (trial strength 1): 0.4427
X, H2 inhibition (trial strength 1): 0.3207
Depletion at wafer centre: 0.21 %
Depletion across annulus: 0.09 %
Mean free path / annular gap: 0.017
Mean free path / wafer spacing: 0.043
Wall loss rate per total gas volume: 0.634 1/s
Trial gas-phase loss rate: 0.010 1/s
Gas-phase/wall loss: 1.6 %
```
